# Anomalous Hall conductivity from Fermi-loop Berry phases, up to one integer, part 1

(Sections cited here and not found follow in the second part.)

For the two-band magnetic metal defined in section 8, with the Fermi level at 0.05 eV, the integral of the Berry curvature over all occupied states gives $\sigma_{xy}=489.38$ S/cm, which is $0.591194\,e^2/(hc)$ with $c$ the lattice period along $z$. The Berry phases of the Fermi loops of the same model, started at zero on the zone-boundary slice $k_z=-\pi/c$, which has no Fermi surface, followed continuously and integrated over $k_z$, give $-0.408806\,e^2/(hc)$, or $-338.40$ S/cm. The two numbers differ in sign and in size, but their difference is exactly one unit, $e^2/(hc)=827.79$ S/cm. The Fermi surface therefore carries the fractional part of $\sigma_{xy}$ in these units, and it lacks one integer.

## 1. Conventions and the Fermi-sea formula

Hartree atomic units are used ($\hbar=e=m_e=1$, electron charge $-1$), so $e^2/\hbar=1$ and $e^2/h=1/2\pi$. The electrons are independent and the temperature is zero. The band index $n$ includes spin. The cell-periodic states obey $H(\mathbf k)|u_n\rangle=\varepsilon_n|u_n\rangle$, and

$$\mathbf A_n=i\langle u_n|\nabla_{\mathbf k}u_n\rangle,\qquad \boldsymbol\Omega_n=\nabla_{\mathbf k}\times\mathbf A_n .$$

Differentiating $\langle u|u\rangle=1$ shows that $\langle u|\nabla u\rangle$ is imaginary, so $\mathbf A$ is real. Defining $\mathbf A$ with the opposite sign would reverse every phase, flux and Chern number below but not $\sigma_{xy}$.

The curvature has a form free of phase choices. The second derivatives cancel in the curl, so $\Omega_{n,z}=i(\langle\partial_xu_n|\partial_yu_n\rangle-\text{c.c.})=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle$. Insert $\sum_m|u_m\rangle\langle u_m|$. The term $m=n$ is a product of two imaginary numbers and has no imaginary part. For $m\ne n$, differentiating the eigenvalue equation and projecting on $\langle u_m|$ gives $\langle m|\partial n\rangle=\langle m|\partial H|n\rangle/(\varepsilon_n-\varepsilon_m)$. Hence

$$\Omega_{n,z}=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2},\tag{1}$$

with the other components obtained by cyclic permutation of $x,y,z$.

A uniform field $E_y$ enters through a vector potential, which for charge $-1$ makes $\dot k_y=-E_y$. Write the evolving state as a phase times $|n\rangle+\sum_{m\neq n}c_m|m\rangle$, with the phase chosen to absorb the diagonal terms. Projecting the Schrödinger equation on $\langle m|$ and keeping the first order in $E_y$, where $\dot c_m$ is of higher order once the field is switched on slowly, gives $i\langle m|\dot n\rangle=(\varepsilon_m-\varepsilon_n)c_m$. With $\langle m|\dot n\rangle=-E_y\langle m|\partial_yH|n\rangle/(\varepsilon_n-\varepsilon_m)$ the two minus signs cancel:

$$c_m=iE_y\frac{\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2}.$$

The velocity operator is $\partial_xH$, so $v_x=\partial_x\varepsilon_n+2\,\mathrm{Re}\sum_mc_m\langle n|\partial_xH|m\rangle$. Since $\mathrm{Re}(iZ)=-\mathrm{Im}\,Z$, comparison with (1) gives $v_x=\partial_x\varepsilon_n+E_y\Omega_{n,z}$.

The intrinsic conductivity is defined by weighting this velocity with the equilibrium occupation $f_n=\theta(\mu-\varepsilon_n)$. The band-velocity term then vanishes, because $f(\varepsilon)\partial_x\varepsilon$ is the derivative of a periodic function. The change of the distribution in the field depends on scattering and produces the longitudinal current. Scattering also adds extrinsic contributions to the Hall current. Both are outside this treatment. The current is $-1$ times the velocity sum:

$$\sigma_{xy}=-\int\frac{d^3k}{(2\pi)^3}\sum_nf_n\Omega_{n,z}.\tag{2}$$

## 2. Slices and the continuity of the flux

Take orthogonal axes with $z$ along a primitive lattice vector of length $c$ perpendicular to the other two. Each plane $k_z=\text{const}$ of the zone is a two-dimensional torus, and $k_z$ has period $G=2\pi/c$. Define the flux of the occupied states through a slice, and a wavevector $K_z$:

$$\Phi(k_z)=\sum_n\int dk_xdk_y\,f_n\Omega_{n,z},\qquad K_z=\frac1{2\pi}\int_{k_c}^{k_c+G}\Phi\,dk_z .\tag{3}$$

Equation (2) reads $\sigma_{xy}=-(2\pi K_z)/(2\pi)^3$, that is

$$\sigma_{xy}=-\frac{K_z}{4\pi^2}=-\frac{e^2}{hc}\,\frac{K_zc}{2\pi}.\tag{4}$$

The curvature is periodic in $\mathbf k$, so $\Phi(k_z+G)=\Phi(k_z)$ and the window edge $k_c$ is arbitrary.

For a general lattice the slices are the planes spanned by two reciprocal vectors $\mathbf b_1,\mathbf b_2$. Their normal is $\mathbf a_3/|\mathbf a_3|$, and a step $ds\,\mathbf b_3$ advances along it by $2\pi\,ds/|\mathbf a_3|$. With $\mathbf K=(1/2\pi)\int\sum_n f_n\boldsymbol\Omega_n\,d^3k$ this gives $\mathbf K\cdot\mathbf a_3=\int_0^1\Phi\,ds$, and $\sigma_{ab}=-\epsilon_{abc}K_c/4\pi^2$. Everything below carries over with $s$ in place of $k_zc/2\pi$.

Three assumptions enter here. Bands touch only at isolated Weyl points. No touching lies at $\mu$, so every Fermi sheet belongs to one nondegenerate band. The band velocity does not vanish on the Fermi surface, and the surface has no flat piece lying in a slice.

In $\sum_nf_n\Omega_{n,z}$ take a pair $n,m$ both occupied. The numerator of the $(m,n)$ term, $\langle m|\partial_xH|n\rangle\langle n|\partial_yH|m\rangle$, is the complex conjugate of the numerator of the $(n,m)$ term, and the denominators are equal, so the imaginary parts cancel. Only pairs with $\varepsilon_n<\mu<\varepsilon_m$ remain. Their denominator could approach zero only at a degeneracy at $\mu$, which is excluded, so on the compact zone it has a positive lower bound and the summed integrand is bounded. As $k_z\to k_z'$ the integrand converges at every point of the slice except on the Fermi loops and at nodes, a set of zero area. A bounded integrand that converges almost everywhere has a convergent integral, so $\Phi$ is continuous. This includes slices where a loop is born, dies or reconnects with another, and slices through Weyl points above or below $\mu$. The single-band fluxes $\Phi_n$ do not share this property, as section 5 shows.

## 3. Flux through a slice equals loop phases modulo $2\pi$

Let $R$ be the occupied region of band $n$ on a slice that contains no node. A smooth phase choice over all of $R$ need not exist, so Stokes' theorem cannot be applied to $R$ at once. The argument goes through overlaps instead.

For neighbouring points, $\langle u_{\mathbf k}|u_{\mathbf k+d\mathbf k}\rangle=1+\langle u|\nabla u\rangle\cdot d\mathbf k=1-i\mathbf A\cdot d\mathbf k$. For a closed path sampled at points $1,\dots,M$ define

$$\varphi=-\mathrm{Im}\ln\,\langle u_1|u_2\rangle\langle u_2|u_3\rangle\cdots\langle u_M|u_1\rangle .\tag{5}$$

Each state appears once as a bra and once as a ket, so its phase cancels and $e^{-i\varphi}$ depends only on the path. In any gauge that is smooth along the path, the limit of dense sampling is $e^{-i\varphi}=\exp(-i\oint\mathbf A\cdot d\mathbf k)$. The logarithm leaves $\varphi$ defined modulo $2\pi$.

Cut $R$ into small cells. Each cell is contractible and the band is nondegenerate on it, so a smooth gauge exists there, Stokes' theorem holds, and the overlap product around cell $j$, taken counterclockwise, has phase factor $e^{-iF_j}$, where $F_j$ is the flux through the cell. Now fix one arbitrary state vector at each sampled point of each cell edge and evaluate all products with these same vectors, which gauge invariance allows. Multiply the products of all cells. An interior edge is shared by two cells and traversed in opposite directions, so it contributes $\langle u_i|u_{i+1}\rangle\langle u_{i+1}|u_i\rangle$, which is real and positive. Only the edges on the boundary of $R$ survive, each traversed with $R$ on its left when viewed from $+k_z$. Therefore $\exp(-i\sum_jF_j)=\prod_{\text{loops}}e^{-i\varphi}$.

On the torus, points differing by a reciprocal vector $\mathbf G_\parallel$ of the slice are the same point. The Bloch function is the same when $u_{\mathbf k+\mathbf G_\parallel}=e^{-i\mathbf G_\parallel\cdot\mathbf r}u_{\mathbf k}$. With this rule opposite zone edges cancel like any interior edge, and a Fermi line that leaves the zone on one side and returns on the other is a closed loop whose last overlap contains the factor $e^{-i\mathbf G_\parallel\cdot\mathbf r}$.

If $R$ is the whole torus no boundary is left, the flux is $2\pi$ times an integer, and this integer is the slice Chern number $C_n(k_z)$. Summing over bands,

$$\Phi(k_z)=\sum_{\text{loops}}\varphi+2\pi N(k_z),\qquad N\in\mathbb Z .\tag{6}$$

An electron loop runs counterclockwise and a hole loop clockwise. On the isolated slices that contain a node away from $\mu$, (6) holds by continuity, since both $\Phi$ and $e^{i\varphi}$ are continuous there. The same cell argument applied to any closed orientable surface on which the band is nondegenerate shows that the flux through it is $2\pi$ times an integer.

## 4. One integer is left, and the Fermi surface cannot supply it

Equation (6) states that the Fermi loops determine $e^{i\Phi(k_z)}$ on every slice, with the value 1 on slices that have no loop. Two continuous functions with the same exponential differ by a continuous function with values in $2\pi\mathbb Z$, which is a constant. Let $\tilde\varphi(k_z)$ be any continuous lift of the summed loop phases, obtained by adding $\pm2\pi$ at each wrap. Then

$$\Phi=\tilde\varphi+2\pi N_0,\qquad K_z=\frac1{2\pi}\int_{k_c}^{k_c+G}\tilde\varphi\,dk_z+N_0G,\tag{7}$$

with a single integer $N_0$. If the summed loop phase in (6) is reduced to its principal value, the slice-dependent $N(k_z)$ jumps only where that value wraps, and it jumps so as to undo the wrap.

The integer $N_0$ is not a property of the Fermi surface. Add to the crystal, once per period $c$, an uncoupled insulating layer whose filled bands have total Chern number $M$ and whose gap contains $\mu$. The Fermi surface and its wavefunctions do not change, while $\Phi$ changes by $2\pi M$ on every slice and $K_z$ by $MG$. The statement that the anomalous Hall conductivity is a Fermi-surface property is thus true for $K_z$ modulo $G$, or for $\mathbf K$ modulo a reciprocal lattice vector. The quantum in $\sigma_{xy}$ is $G/4\pi^2=1/(2\pi c)=e^2/(hc)$. The split into a quantized and a nonquantized part is itself a convention, since the lift $\tilde\varphi$ may be started on any branch.

For a stack of identical decoupled layers $\Phi$ is independent of $k_z$, $K_z=\Phi/c$, and the conductance per layer is $-\Phi/4\pi^2$. For an insulating layer this is $-Ce^2/h$. With time-reversal symmetry $\sum_nf_n\boldsymbol\Omega_n$ is odd in $\mathbf k$, so $\Phi(-k_z)=-\Phi(k_z)$ and $K_z=0$.

## 5. Weyl points as sources of curvature

Where band $n$ is nondegenerate a smooth local gauge exists and $\nabla\cdot\boldsymbol\Omega_n=\nabla\cdot(\nabla\times\mathbf A_n)=0$. At a touching point this fails. Near a linear node at $\mathbf k_W$ the two bands are described, in a smooth basis of their joint subspace, by $H=\varepsilon_0+\mathbf d\cdot\boldsymbol\sigma$ with $d_j=\sum_iv_{ij}q_i$ and $\mathbf q=\mathbf k-\mathbf k_W$. The chirality is $\chi=\mathrm{sgn}\det v$.

Let $\vartheta,\phi$ be the polar angles of $\mathbf d$. The upper eigenvector is $w=(\cos\frac\vartheta2,\,e^{i\phi}\sin\frac\vartheta2)$. Then $w^\dagger dw=i\sin^2\frac\vartheta2\,d\phi$, because the $d\vartheta$ terms $-\frac12\cos\frac\vartheta2\sin\frac\vartheta2$ and $+\frac12\sin\frac\vartheta2\cos\frac\vartheta2$ cancel. So

$$\mathbf A_+\cdot d\mathbf k=-\tfrac12(1-\cos\vartheta)\,d\phi ,\tag{8}$$

and the flux of $\boldsymbol\Omega_+$ through a surface element is $-\frac12\sin\vartheta\,d\vartheta\,d\phi$, minus half the oriented solid angle swept by $\hat{\mathbf d}$. On a small sphere around the node the invertible linear map $\mathbf q\to\mathbf d$ covers the sphere of directions once, keeping the orientation if $\det v>0$ and reversing it otherwise. The outward flux of the upper band is $-\frac12(4\pi\chi)=-2\pi\chi$. The lower band has the opposite curvature by the pair cancellation of section 2, so its outward flux is $+2\pi\chi$. The $\mathbf k$ dependence of the two basis states adds to $\mathbf A$ a term $w^\dagger\boldsymbol{\mathcal A}w$, with $\boldsymbol{\mathcal A}$ the smooth $2\times2$ connection matrix. This term does not depend on the phase of $w$, so it is single valued and smooth on the sphere, and its curl has zero flux through a closed surface. The tilt $\varepsilon_0(\mathbf q)$ does not change $w$. Define the source strength $q_{nW}=+\chi_W$ when $n$ is the lower band at node $W$ and $-\chi_W$ when it is the upper.

Apply Gauss' theorem to the occupied volume of band $n$ between $k_1<k_2$. Its boundary is the top face with normal $+\hat z$, the bottom face with normal $-\hat z$, the side faces of the zone, which cancel by periodicity, and the strip of Fermi surface. The occupied volume is $\varepsilon_n<\mu$, so the outward normal on the strip is $\hat{\mathbf v}=\nabla\varepsilon_n/|\nabla\varepsilon_n|$, for electron and hole sheets alike. Thus

$$\Phi_n(k_2)-\Phi_n(k_1)+\int_{\text{strip}}\boldsymbol\Omega_n\cdot\hat{\mathbf v}\,dS=2\pi\sum_{W\in\text{occ}}q_{nW}.\tag{9}$$

For a full band there is no strip, and its Chern number changes by $q_{nW}$ when the slice moves upward through a node. Periodicity of $C_n(k_z)$ then requires the strengths of each band to sum to zero over the zone. At a node the two bands have the same energy, so both are occupied or both are empty. In the sum of (9) over bands the sources cancel in pairs or are absent:

$$\Phi(k_2)-\Phi(k_1)=-\sum_n\int_{\text{strip}}\boldsymbol\Omega_n\cdot\hat{\mathbf v}\,dS .\tag{10}$$

The flux changes only through the Fermi surface, and it is constant over any range of $k_z$ without loops.

## 6. The surface integral

The identity $\nabla\cdot(k_z\boldsymbol\Omega_n)=\Omega_{n,z}+k_z\nabla\cdot\boldsymbol\Omega_n$ turns the volume integral of $\Omega_{n,z}$ into a surface integral. Apply it to the occupied volume of band $n$ in the window $[k_c,k_c+G]$, with small balls around the nodes removed, so that the last term vanishes. The curvature grows as $1/q^2$ at a node, so the removed volume contributes in proportion to the radius and vanishes in the limit. The top face gives $(k_c+G)\Phi_n(k_c+G)$ and the bottom face $-k_c\Phi_n(k_c)$, which by periodicity add to $G\Phi_n(k_c)$. The side faces cancel because $k_z$ is the same at corresponding points. On a small sphere the normal pointing out of the volume points toward the node, which gives $-2\pi q_{nW}k_{W,z}$. Dividing by $2\pi$,

$$K_{z,n}=\frac{G\,\Phi_n(k_c)}{2\pi}+\frac1{2\pi}\int_{S_n}k_z\,\boldsymbol\Omega_n\cdot\hat{\mathbf v}\,dS-\sum_{W\in\text{occ}}q_{nW}k_{W,z}.\tag{11}$$

A single band contains non-integer terms from nodes below the Fermi level. In the sum over bands each such node appears with $+\chi$ and $-\chi$ at the same $k_{W,z}$, and the terms cancel:

$$K_z=\frac{G\,\Phi(k_c)}{2\pi}+\frac1{2\pi}\sum_\alpha\int_{S_\alpha}k_z\,\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS,\qquad k_z\in[k_c,k_c+G].\tag{12}$$

This is Haldane's Fermi-surface form, with $\alpha$ running over sheets. It is also the integration by parts of (3): $\int\Phi\,dk_z=[k_z\Phi]-\int k_z\,d\Phi$, with $d\Phi$ from (10). The loop form (7) and the surface form (12) contain the same information. If the plane $k_c$ misses the Fermi surface, then $\Phi(k_c)=2\pi C(k_c)$, with $C$ the total Chern number of the filled bands on that plane, and the first term is $C(k_c)G$. If the plane cuts a sheet, (6) makes the first term $G\sum\varphi_{\text{edge}}/2\pi+N(k_c)G$, where $\varphi_{\text{edge}}$ are the phases of the loops on the cut. The edge phase is in general not an integer multiple of $2\pi$, and omitting it then gives an error that no integer repairs.

Each complete sheet is a closed surface with a nondegenerate band on it, so

$$C_\alpha=\frac1{2\pi}\oint_{S_\alpha}\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS$$

is an integer. For an electron pocket $\hat{\mathbf v}$ points outward and $C_\alpha$ is the sum of the enclosed strengths of its band. If the pocket surrounds one node with the band below it, $C_\alpha=-\chi$. For a hole pocket around a node with the band above it, the outward flux is $+2\pi\chi$ but $\hat{\mathbf v}$ points inward, so again $C_\alpha=-\chi$. The sheet Chern number around a node keeps its sign when $\mu$ moves from below the node to above it.

Equation (10) over a full period gives $\sum_\alpha C_\alpha=0$. This makes (12) independent of the origin of $k_z$, since a shift $\delta$ adds $\delta\sum_\alpha C_\alpha$. The term of a single sheet with $C_\alpha\neq0$ does depend on the origin and has no separate meaning. Between two loop-free planes, (10) gives

$$C(k_2)-C(k_1)=-\sum_{\alpha\ \text{between}}C_\alpha .\tag{13}$$

Moving $k_c$ upward past a pocket lowers the first term of (12) by $C_\alpha G$ and moves the pocket to the top of the window, which raises the second term by $C_\alpha G$. Weyl points fix the source terms of the single-band fluxes in (9). If every sheet is a closed pocket, they also fix the sheet Chern numbers and, by (13), the differences of $C$ between gapped planes. An open sheet that spans the zone can carry a Chern number without any Weyl point. An example is a stack of Chern-insulator layers whose lower band disperses so strongly along $z$ that it is full on one plane and empty on another: $C$ differs between the two planes although the bands never touch. In every case the value of $C$ on one plane remains a bulk quantity.

Suppose the nodes all lie at one energy, the tilt $\varepsilon_0(\mathbf q)$ is weak enough that each node is enclosed by a small closed pocket, and there is no other sheet. As $\mu$ approaches the node energy the pockets shrink to points and $k_z$ comes out of the integrals:

$$K_z\to C(k_c)\,G+\sum_\alpha C_\alpha k_\alpha=C(k_c)\,G-\sum_W\chi_Wk_{W,z}.\tag{14}$$

The same expression follows from (11) for the full lower band. For a single pair of nodes the sum in (14) is, up to sign, their separation inside the window, which is one or the other of the two separations around the periodic zone depending on $k_c$. The term $C(k_c)G$ changes with $k_c$ so that the total does not. The node positions and chiralities together fix $K_z$ only modulo $G$, and the integer $C(k_c)$ supplies the rest.

The Berry phases of the Fermi loops thus fix $K_z$ modulo $G$, and hence $\sigma_{xy}$ modulo $e^2/(hc)$, while the remaining integer must come from the filled states. What remains is to turn the loop and surface formulas into a numerical procedure and to test them on the two-band model.
